Minimizing the iron atom's LDA energy over orbitals and occupations, part 2

For the iron atom (Z = 26) in spherical spin-polarized LDA, E is minimized over orbitals and occupations (Hartree atomic units). Here x = f(4s↓) runs from 0 (d⁷s¹) to 1 (d⁶s²), and f(3d↓) = 2 − x. Orbitals u_i (coefficients c_i in basis φ_a^l, levels ε_i, occupations f_i) give ρ_σ = 4πr²n_σ = Σ_i f_i u_i² and, for s, p, d, P_lσ = Σ_i f_i c_i c_iᵀ:

0 ≤ P_lσ ≤ 2l+1   (2)

With E = Tr hP + E_H + E_xc, E_xc = ∫ e d³r and v_σ = v_H + v_xc,σ, the Kohn–Sham matrix H obeys

δE = Σ Tr(h_l δP_lσ) + Σ_σ ∫ v_σ δρ_σ dr = Σ_lσ Tr(H_lσ δP_lσ),   (4)

Rotating c_i into c_a by θ gives, above (5), δP = θ(f_i − f_a)(c_i c_aᵀ + c_a c_iᵀ). With F(x) the self-consistent energy and g = ε(4s↓) − ε(3d↓),

∂E/∂f_i = ε_i,   (6)

F′(x) = g(x),   F(b) − F(a) = ∫_a^b g dx.   (7)

A charge transfer i → j costs ε_j − ε_i per electron, so the minimum (x*, E*, common level μ) obeys (KKT)

x = 0 needs g(0) ≥ 0;   x = 1 needs g(1) ≤ 0;   0 < x < 1 needs g(x) = 0.   (8)

Integer aufbau (mixing α, output x_out) leaves a density residual

r → (1 − x*) D for x_out = 1,   r → x* D for x_out = 0   (α → 0).   (11)

with q = u_s² − u_d² and D = ∫|q| dr. Also K = δv/δρ, U = ⟨q|K|q⟩ and U/F″(x*) = 3.98.

Each step moves P by λ(P′ − P), P′ built from the lowest eigenvectors of H[P]; clip restricts to [0, 1] and e₁ = Tr hP:

dE/dλ = Δe₁ + Σ_σ ∫ v_σ[ρ + λΔρ] Δρ_σ dr.   (19)

Its values at λ = 0, 1 are s₀, s₁.

s₀ ≤ (x′ − x) g ≤ 0,   (17)

E[P] ≥ F(x) for every feasible P with parameter x.   (18)

λ = s₀/(s₀ − s₁),   (20)

or λ = 1 if s₁ ≤ 0. The algorithm is:

1. From ρ↑, ρ↓ compute v_σ and E_H + E_xc; diagonalize the six matrices H_lσ.
2. Form g and x′ = clip(x − ηg); build e₁′ and ρ′ from the lowest eigenvectors.
3. Compute s₀ from (19); stop if s₀ > −τ.
4. Compute s₁ and λ from (20); halve λ while the energy at λ exceeds the energy at 0.
5. Replace (e₁, ρ, x) by (e₁, ρ, x) + λ(Δe₁, Δρ, x′ − x) and repeat.

A step without halving costs six diagonalizations and two evaluations of the potential. The energies decrease and are bounded below on the closed bounded feasible set, so they converge, and a step leaves the state unchanged only at a self-consistent KKT point. That the states converge to a global minimum from any start is not proved: E is not convex in P. The Hartree term is convex, but along a change with δρ↑ = −δρ↓, such as exchanging two s orbitals between the spins, it is constant, and the concave exchange term, only partly offset by correlation, makes the energy concave. The method also keeps four of the six block traces fixed, so transfers to other levels must be checked at the end.

Inequality (17) holds for η → ∞ as well, which is the aufbau direction with a line search, known as the optimal damping algorithm. The difference lies near a fractional solution. For finite η, x′ − x = −ηg tends to zero and P′ → P, so the residual can vanish without λ tending to zero: near a strict interior minimum a fixed λ below a positive limit is enough, as section 6 shows. For aufbau, |x′ − x| tends to x* or 1 − x*, the residual keeps the size (11), and convergence requires λ → 0.

**6. Local rate and the choice of η**

Linearize one step about an interior solution. Consider states filled from below with orbitals close to those of the solution, and mixtures of such states. To first order they are described by δx and by angles θ_k, one for each pair k = (i, a) in a block with f_i > f_a and hence ε_i < ε_a; a mixture of two nearby states averages these variables to first order. A general feasible state can also hold a small charge in a level that is empty at the solution, which by (4) costs energy linearly in that charge; in a mixture of nearby states this charge is of second order in the angles, and it is left out here. From the δP above (5), the density change is

δρ = Σ_k θ_k w_k + q δx,   w_k = 2(f_i − f_a) u_i u_a,

and the potential changes by δv = Kδρ. First-order perturbation theory gives the new orbitals δc_i = c_a⟨u_a|δv|u_i⟩/(ε_i − ε_a), so θ′_k = −⟨u_a|δv|u_i⟩/(ε_a − ε_i). Multiplying numerator and denominator by 2(f_i − f_a),

θ′_k = −⟨w_k|K|δρ⟩/Δ_k,   Δ_k = 2(f_i − f_a)(ε_a − ε_i) > 0.

The levels shift by ⟨u|δv|u⟩, so g = ⟨q|K|δρ⟩ and δx′ = δx − η⟨q|K|δρ⟩. Define the matrix A_kl = Δ_k δ_kl + ⟨w_k|K|w_l⟩ and the vector b_k = ⟨w_k|K|q⟩, and let Δ be the diagonal matrix of the Δ_k. Subtracting θ = Δ⁻¹Δθ from θ′,

θ′ − θ = −Δ⁻¹(Aθ + b δx),   δx′ − δx = −η(bᵀθ + U δx).   (21)

With z = (θ, δx) this is z′ − z = −MJz, where M = diag(Δ⁻¹, η) and J is the symmetric matrix with blocks A, b, bᵀ, U; the symmetry comes from K being a second derivative. J is assumed positive definite, as at a strict minimum. Self-consistency at fixed δx means θ′ = θ, or θ = −A⁻¹b δx. Then g = (U − bᵀA⁻¹b)δx, and by (7)

F″ = U − bᵀA⁻¹b,   (22)

which shows F″ ≤ U again and identifies the screening term.

For a fixed λ the update is z ← (1 − λMJ)z. The eigenvalues ν of MJ are those of the symmetric matrix M^½JM^½ and are bounded by the extremes of the Rayleigh quotient zᵀJz/zᵀM⁻¹z. The trial vector (0, 1) has quotient U/(1/η), so ν_max ≥ ηU. The trial vector (−A⁻¹b, 1) has numerator bᵀA⁻¹b − 2bᵀA⁻¹b + U = F″ and a denominator of at least 1/η, so ν_min ≤ ηF″. Hence, for every η,

κ = ν_max/ν_min ≥ U/F″.   (23)

The worst contraction factor, max(|1 − λν_min|, |1 − λν_max|), is smallest when 1 − λν_min = λν_max − 1, that is λ = 2/(ν_min + ν_max), where it equals (κ − 1)/(κ + 1). With κ ≥ 3.98 this factor is at least 2.98/4.98 = 0.60 per step; this is only a lower bound, κ itself was not computed, and (23) need not be sharp. A trial vector (θ, 0) has quotient θᵀAθ/θᵀΔθ = 1 + ⟨δρ|K|δρ⟩/θᵀΔθ with δρ = Σ_k θ_k w_k, so for every η the response of the potential to orbital changes gives a further lower bound on ν_max, one that (23) leaves out. A small η makes ν_min ≤ ηF″ small, and a large η makes ν_max ≥ ηU large, so for a fixed λ both extremes are unfavourable. The numbers 1/U = 3.5 and 1/F″ = 14 Ha⁻¹ give the order of magnitude of η; they do not locate the best value, and the joint minimization was run here with one value of η only. The value η = 8 Ha⁻¹ gives ηU = 2.26 and ηF″ = 0.57; for a fixed λ, staying below 2/2.26 = 0.89 is necessary for stability but not sufficient. The true limit is 2/ν_max, and ν_max also contains the orbital response that ηU leaves out, so the limit can be much smaller and 0.89 is no guide to a usable step. If F″ → 0 the bound (23) diverges and x* becomes ill-determined.

**7. Discretization**

The radial functions are expanded in B-splines B_j(r) of degree 7 on exponentially spaced knots in a box R = 30 bohr, with the first and last spline removed so that u(0) = u(R) = 0. This leaves 45 functions for each l. Integrals are done by Gauss–Legendre quadrature in each knot interval, on 400 points in all. The orthonormal basis φ_a^l consists of the eigenfunctions of h_l in the spline space, which makes h_l diagonal and reduces Tr hP to a sum over squared coefficients.

For the Hartree potential set y = r v_H = ∫₀^r ρ dr′ + r∫_r^R ρ/r′ dr′. Differentiating, y′ = ρ + ∫_r^R ρ/r′ dr′ − ρ = ∫_r^R ρ/r′ dr′, and

y″ = −ρ/r,   y(0) = 0,   y(R) = N = ∫ρ dr.

Write y = Nr/R + Σ_j γ_j B_j, multiply the equation by B_i and integrate by parts. The boundary terms vanish because B_i(0) = B_i(R) = 0, and the linear part drops out because ∫B_i′ dr = 0. This leaves Lγ = β with L_ij = ∫B_i′B_j′ dr and β_i = ∫B_i ρ/r dr. The discrete energy is

E_H = ½∫ρ y/r dr = ½ βᵀL⁻¹β + N²/(2R).   (24)

Since L is symmetric, δE_H = γᵀδβ + N δN/R = ∫(y/r) δρ dr. The discrete potential is the exact derivative of the discrete energy. The same is true of the exchange-correlation term, whose energy and potential are evaluated on the same quadrature points. Equations (4), (6) and (17) therefore hold in the discrete problem to rounding error, independently of the quality of the basis.

The discrete total energy is not a strict upper bound to the exact one. The first term of (24) is the maximum over the spline space of ∫ρw/r dr − ½∫w′² dr = βᵀγ − ½γᵀLγ, attained at Lγ = β. A maximum over a subspace lies below the maximum over all functions, so E_H is underestimated while the orbital expansion overestimates the energy.

An independent check comes from scaling. Under u(r) → s^½ u(sr) at fixed occupations, n_σ → s³n_σ(sr), the kinetic energy T scales as s², V_ne and E_H as s, and the substitution r → r/s gives E_xc(s) = s⁻³∫e(s³n↑, s³n↓) d³r. Setting dE/ds = 0 at s = 1,

2T + V_ne + E_H + W = 0,   W = 3[Σ_σ ∫ρ_σ v_xc,σ dr − E_xc].   (25)

Scaled orbitals do not lie in the spline space, so (25) is not enforced by the discrete equations. At x* the left side is −3.6 × 10⁻¹⁰ Ha, against T = 1259.69818 Ha. The parts add up to 1259.69818 − 3005.37813 + 537.53205 − 53.08141 = −1261.22931 Ha. The sum E + T = −1.531 Ha is not zero: eliminating V_ne + E_H with (25) gives E + T = E_xc − W, and for exchange alone e is homogeneous of degree 4/3, so W = 3(4/3 − 1)E_x = E_x. The remainder comes from correlation.

**8. The iron atom**

The reference values F(x) and g(x) come from self-consistent calculations at fixed occupations with Anderson mixing of the potential, a different iteration from the descent, although it takes its starting potential from a short descent and uses the same routines for the potential, the diagonalization and the density. The program and its output follow this section.

Janak's theorem is tested level by level at x = 0.5 by changing one occupation, and with it the electron number, and taking a central difference of the self-consistent energy. For 4s↓ the difference quotient and the eigenvalue are both −0.155597 Ha. For 3d↓ they are −0.148542 and −0.148539 Ha. A central difference with step h has the truncation error h²E‴/6, the probable source of the 3 × 10⁻⁶ Ha discrepancy, though it was not isolated. The integral form of (7) is tested from x = 0.2 to 1: Simpson's rule on the eigenvalue differences gives +0.000717 Ha, equal to F(1) − F(0.2) from total energies.

The minimizer is found in three ways: as the root of g, by minimizing F with no use of eigenvalues, and by the joint descent started at x = 1 and at x = 0 from a rough screened-nucleus potential. All give x* = 0.6025, so f(3d↓) = 1.3975. By hand, linear interpolation between x = 0.6 and 0.7 gives 0.6 + 0.1 × 0.00018/(0.00018 + 0.00710) = 0.6025. Interpolation between the end points is poor: 0.03541/(0.03541 + 0.03130) = 0.5308, too small by 0.072. It would be exact for a quadratic F, but the slope of g grows from (0.03541 − 0.03048)/0.1 = 0.049 Ha in the first interval to (0.03130 − 0.02285)/0.1 = 0.085 Ha in the last.

With η = 8 Ha⁻¹ and τ = 10⁻¹⁰ Ha the descent takes 38 steps from x = 1 and 40 from x = 0. The first run goes as follows (energies in Ha):

step 0: E − E* = 7.04 × 10⁻¹, x = 1.0000, g = +3.52 × 10⁻¹, s₀ = −1.42
step 5: E − E* = 2.57 × 10⁻², x = 0.6580, g = +3.50 × 10⁻², s₀ = −3.99 × 10⁻²
step 10: E − E* = 1.41 × 10⁻³, x = 0.5529, g = −2.66 × 10⁻², s₀ = −1.01 × 10⁻²
step 20: E − E* = 7.51 × 10⁻⁶, x = 0.5993, g = −6.22 × 10⁻⁴, s₀ = −1.11 × 10⁻⁵
step 38: E − E* = 1.29 × 10⁻¹⁰, x = 0.6025, g = −2.42 × 10⁻⁶, s₀ = −8.40 × 10⁻¹¹

The occupation is not monotonic: it passes below x* and returns, while the energy falls. At step 0 the rule clips, x′ = clip(1 − 8 × 0.352) = 0, and (17) reads −1.42 ≤ −0.352. At step 10 it reads −1.01 × 10⁻² ≤ −8 × 0.0266² = −5.7 × 10⁻³. The program asserts (17) at every step and checks (19) once against a finite difference of the energy. It also asserts that the energies do not rise, but the halving rule nearly guarantees this, so the slope bound is the test that carries weight. From step 20 to step 38 the energy error falls by the factor 1.29 × 10⁻¹⁰/7.51 × 10⁻⁶ = 1.7 × 10⁻⁵, which is 0.54 per step in energy. If the energy error is taken as quadratic in the deviation of the state, this corresponds to roughly √0.54 = 0.74 in amplitude; the amplitude itself was not measured. This is an observed average over steps in which λ varies. The number 0.60 of section 6 is only a lower bound on the factor of the best fixed λ, so it does not tell whether the line search is faster or slower than a fixed step.

At the minimum E* = −1261.229308 Ha and μ = −0.16115 Ha (−4.385 eV). With F(1) = −1261.223291 and F(0) = −1261.217922 Ha,

E(d⁶s²) − E* = 0.006017 Ha = 0.164 eV,   E(d⁷s¹) − E* = 0.011386 Ha = 0.310 eV.

By (7) these are areas under |g|. Triangles give ½ × 0.03130 × 0.3975 = 0.00622 and ½ × 0.03541 × 0.6025 = 0.01067 Ha. The first is too large and the second too small, as must happen when the chord lies above a curve g whose slope increases.

The transfers that the descent does not explore are checked through the level order at x*. The highest full levels are 4s↑ at −0.196 and 3d↑ at −0.276 Ha, both below μ = −0.161 Ha, and the empty 4p↑ and 4p↓ lie at −0.053 and −0.037 Ha; the program asserts that the lowest empty s, p and d level of each spin is above μ. By the argument leading to (8), which does not refer to spin, every other transfer of charge among s, p and d levels, including one that flips a spin, raises the energy at first order. This is a local statement, and levels with l ≥ 3 are not in the basis and were not checked.

**9. Error budget**

Stopping error. Without clipping, (17) gives ηg² ≤ |s₀|, so at the last step |g| ≤ √(8.40 × 10⁻¹¹/8) = 3.2 × 10⁻⁶ Ha; the computed value is 2.4 × 10⁻⁶ Ha in magnitude. This g belongs to orbitals that are not fully relaxed, so dividing it by F″ does not give the error of x. Inequality (18) does: ½F″(x − x*)² ≤ E − E* to leading order, hence |x − x*| ≤ √(2 × 1.29 × 10⁻¹⁰/0.07092) = 6 × 10⁻⁵. This bound goes as the square root of the energy error, so ten decimals in E fix about four in x.

Rounding. The slope s₀ contains Δe₁, a difference of two values of e₁ = T + V_ne ≈ −1.7 × 10³ Ha, and double-precision numbers of this size are spaced by 2 × 10⁻¹³ Ha. Rounding in the diagonalization and in the sums adds to this. The threshold τ must stay well above the resulting error of s₀, otherwise the sign of s₀ and the ratio (20) become noise. The same square-root law limits a search that compares energies at points near the minimum, since an error δE hides differences in x smaller than about √(2δE/F″), whereas the root of g responds linearly: an error δg shifts x* by δg/F″.

Basis. The bare-nucleus levels with n ≤ 4 agree with −Z²/(2n²) to 7.2 × 10⁻¹⁰ Ha, and the Hartree solver is tested against the closed form for the hydrogen 1s density. Going from 45 to 57 splines changes E* by −3.4 × 10⁻¹⁰ Ha and leaves g = 3.6 × 10⁻⁹ Ha at the same x, equivalent to a shift of 3.6 × 10⁻⁹/0.07092 = 5 × 10⁻⁸ in x*, which is within the tolerance of the root search.

Box. Both bases share R = 30 bohr, so the refinement does not test it. The LDA potential of a neutral atom is short-ranged, so u² decays as exp(−2r√(2|ε|)). For the level μ the exponent at the wall is 60 × √0.3223 = 34, and for the least bound occupied level, 3d↓ at x = 0, it is 60 × √0.1863 = 26. The density cut off by the wall is of order e⁻²⁶ or smaller; this is an estimate.

Model. These numerical errors are far below the error of the model, and the digits quoted describe the stated functional, not the atom. The energy differences at stake are a few tenths of an electronvolt, and relativity, the spherical average and the LDA itself all act on the relative position of 3d and 4s; their size was not computed here. Without the spherical constraint the five 3d↓ levels can split, the single variable x is replaced by several occupations, and the signs of g at the integer points have to be found anew. The occupation x* = 0.60 is a property of the Kohn–Sham ensemble for this functional and is not a measurable population. Equations (6), (8) and (17) use only the differentiability of E[P], a self-consistent solution that depends differentiably on the occupations, the convexity of the set (2) and, for the equality case, non-degenerate levels within a block, so they carry over to another atom or functional with these properties. The two signs g(0) < 0 < g(1) guarantee a fractional minimum there. They are also necessary when g is monotonic; a non-monotonic g can give an interior minimum with other end signs.

Computed values

```
Z = 26, box = 30.0 bohr, degree 7, 45 splines per l, 400 points
max error of hydrogenic levels n<=4 = 7.2e-10 Ha
x, F(x)-F(1), eps 4s_dn, eps 3d_dn, g (Ha)
0.0 +0.005369 -0.12857 -0.09316 -0.03541
0.1 +0.002072 -0.13389 -0.10340 -0.03048
0.2 -0.000717 -0.13930 -0.11407 -0.02522
0.3 -0.002960 -0.14473 -0.12515 -0.01958
0.4 -0.004619 -0.15017 -0.13664 -0.01353
0.5 -0.005652 -0.15560 -0.14854 -0.00706
0.6 -0.006017 -0.16101 -0.16083 -0.00018
0.7 -0.005674 -0.16642 -0.17352 +0.00710
0.8 -0.004583 -0.17182 -0.18660 +0.01478
0.9 -0.002704 -0.17722 -0.20007 +0.02285
1.0 +0.000000 -0.18261 -0.21391 +0.03130
F(0) = -1261.217922 Ha, F(1) = -1261.223291 Ha, g increasing on grid: True
integral of g, 0.2..1 = +0.000717 Ha; F(1)-F(0.2) = +0.000717 Ha
x=0.5: dE/df_s = -0.155597, eps_s = -0.155597 Ha
x=0.5: dE/df_d = -0.148542, eps_d = -0.148539 Ha
x* from root of g = 0.6025, from minimizing F alone = 0.6025, 3d_dn = 1.3975
linear estimate g(0)/(g(0)-g(1)) = 0.5308
descent eta=8.0 1/Ha from x=1: 38 steps, x = 0.6025, g = -2.4e-06 Ha
descent eta=8.0 1/Ha from x=0: 40 steps, x = 0.6025, g = -5.9e-07 Ha
descent from x=1: step, E-E* (Ha), x, g (Ha), slope (Ha)
0 7.04e-01 1.0000 +3.52e-01 -1.42e+00
2 2.50e-01 0.8184 +2.00e-01 -5.38e-01
5 2.57e-02 0.6580 +3.50e-02 -3.99e-02
10 1.41e-03 0.5529 -2.66e-02 -1.01e-02
20 7.51e-06 0.5993 -6.22e-04 -1.11e-05
38 1.29e-10 0.6025 -2.42e-06 -8.40e-11
E* = -1261.229308 Ha, mu = -0.16115 Ha = -4.385 eV
E(d6s2) - E* = 0.006017 Ha = 0.1637 eV
E(d7s1) - E* = 0.011386 Ha = 0.3098 eV
at x*: 3d_up -0.27600, 4s_up -0.19622, 3p_dn -2.03221 Ha
at x*: 4p_up -0.05291, 4p_dn -0.03685 Ha
T 1259.69818, Vne -3005.37813, EH 537.53205, Exc -53.08141 Ha, virial -3.6e-10 Ha
57 splines: change of E* = -3.4e-10 Ha, g(x*) = +3.6e-09 Ha
relaxed curvature: from g 0.07092, from F 0.07092 Ha; 2/curvature = 28.20 1/Ha
frozen curvature: from v 0.28213, from E 0.28213 Ha
eta*curvature = 1.5: x-x* from +0.020: -0.010 +0.005 -0.003 +0.001 -0.001 +0.000
eta*curvature = 3.0: x-x* from +0.020: -0.040 +0.079 -0.164 +0.305 -0.603 +0.397
aufbau cycle of x: [1, 0, 1, 0, 1]
D = 1.4271, (1-x*) D = 0.5672, x* D = 0.8599 electrons
alpha=0.2, last 100 of 200: 99 flips, mean x_out 0.500, x_in spread 0.111
  residual 1.016..1.016 electrons, mean E_in-E* 3.2e-03 Ha
alpha=0.02, last 200 of 700: 159 flips, mean x_out 0.600, x_in spread 0.016
  residual 0.572..0.890 electrons, mean E_in-E* 1.7e-05 Ha
```
